# Piezoresistance of a [110] p-type silicon channel under longitudinal compression

## Problem

A p-type silicon resistor has an unstressed resistance of 1000 ohm, and its current flows along [110] in the (001) plane. It is compressed along the current direction by 100 MPa. The bulk piezoresistance coefficients in the cubic crystal axes are

$$\pi_{11}=6.6,\qquad \pi_{12}=-1.1,\qquad \pi_{44}=138.1,$$

in units of $10^{-11}$ per pascal. Find the coefficient that applies to this channel and the change of resistance.

Take tension as positive, so the stress is $X=-100$ MPa. Treat the response as linear in stress, hold the dimensions fixed, and assume lightly doped material near room temperature.

## Hints

1. The coefficients refer to the cube axes $x,y,z$, but the stress is given along a diagonal. Write the stress tensor in the cube axes first.
2. A stress along [110] has a shear component in the cube axes. Which coefficient acts on it?
3. The resistivity change is also a tensor. Project it on the current direction, and count the off-diagonal component twice.
4. Check whether a transverse electric field appears, and put in the sign of the stress last.

## Full solution

**Stress in the crystal axes.** The channel direction is $\mathbf n=(1,1,0)/\sqrt2$. A uniaxial stress $X$ along $\mathbf n$ has components $X_{ij}=X n_i n_j$. Since $n_x=n_y=1/\sqrt2$ and $n_z=0$,

$$X_{xx}=X_{yy}=X_{xy}=\frac X2=-50\ \text{MPa},$$

and every component with an index $z$ vanishes.

**Resistivity change in the crystal axes.** For a cubic crystal the linear law is

$$\frac{\Delta\rho_{xx}}{\rho_0}=\pi_{11}X_{xx}+\pi_{12}(X_{yy}+X_{zz}),\qquad
\frac{\Delta\rho_{xy}}{\rho_0}=\pi_{44}X_{xy},$$

with the other components obtained by permuting the axes. Here $\rho_0$ is the unstressed resistivity. The shear rule uses the tensor components $\Delta\rho_{xy}$ and $X_{xy}$ themselves, with no factor 2. Inserting the stress gives

$$\frac{\Delta\rho_{xx}}{\rho_0}=\frac{\Delta\rho_{yy}}{\rho_0}=\frac{(\pi_{11}+\pi_{12})X}{2},\qquad
\frac{\Delta\rho_{xy}}{\rho_0}=\frac{\pi_{44}X}{2}.$$

In numbers,

$$\frac{\Delta\rho_{xx}}{\rho_0}=(5.5\times10^{-11})(-5\times10^{7})=-0.275\,\%,$$

$$\frac{\Delta\rho_{xy}}{\rho_0}=(138.1\times10^{-11})(-5\times10^{7})=-6.905\,\%.$$

There is also a change $\Delta\rho_{zz}=\pi_{12}X\rho_0$, but no current flows along $z$, so it does not enter.

**Projection on the current.** For a current density $J\mathbf n$, the field along the channel is $\mathbf n\cdot\rho\,\mathbf n\,J$. Its relative change is

$$\frac{\mathbf n\cdot\Delta\rho\,\mathbf n}{\rho_0}
=\frac{n_x^2\Delta\rho_{xx}+n_y^2\Delta\rho_{yy}+2n_xn_y\Delta\rho_{xy}}{\rho_0}.$$

The factor 2 arises because $xy$ and $yx$ both contribute. With $n_x^2=n_y^2=n_xn_y=1/2$,

$$\frac{\mathbf n\cdot\Delta\rho\,\mathbf n}{\rho_0}
=\frac{(\pi_{11}+\pi_{12})X}{2}+\frac{\pi_{44}X}{2}=\pi_L X,$$

$$\pi_L=\frac{\pi_{11}+\pi_{12}+\pi_{44}}{2}
=\frac{6.6-1.1+138.1}{2}=71.8,$$

again in $10^{-11}$ per pascal.

**Transverse field.** Let $\mathbf w=(-1,1,0)/\sqrt2$ point across the channel in the plane. The component that would drive a field along $\mathbf w$ is

$$\mathbf w\cdot\Delta\rho\,\mathbf n=\frac{\Delta\rho_{yy}-\Delta\rho_{xx}}{2}=0.$$

The $xy$ terms cancel in this projection, and the diagonal terms are equal. The component along $z$ also vanishes, because $\Delta\rho_{zx}=\Delta\rho_{zy}=0$. The field therefore stays parallel to the current, and at fixed dimensions the resistance changes in the same ratio as the longitudinal resistivity.

**Result.**

$$\frac{\Delta R}{R}=\pi_LX=(71.8\times10^{-11})(-10^8)=-0.0718=-7.18\,\%.$$

The resistance falls by 71.8 ohm, from 1000 to 928.2 ohm. Of the 7.18 %, the shear term supplies 6.905 %. Using $\pi_{11}$ without rotation would give $-0.66$ %, smaller by a factor of about eleven.

The corresponding conductance ratio is $1/(1-0.0718)=1.0774$, a gain of 7.74 %. The difference between 7.18 % and 7.74 % is of second order in stress. The linear coefficients do not determine that order, so the decimals of either percentage are arithmetic, not predictive accuracy.

### Why compression lowers the resistance

Near the top of the valence band the states are built from $p$-like orbitals $|x\rangle,|y\rangle,|z\rangle$. In electron energy, the matrix element between $|x\rangle$ and $|y\rangle$ is

$$H_{xy}=\sqrt3\,d\,\varepsilon_{xy}-6\gamma_3\frac{\hbar^2}{2m_0}k_xk_y.$$

Here $d$ is the shear deformation potential, about $-4.9$ eV, $\varepsilon_{xy}$ is the tensor shear strain (half the engineering shear), $\gamma_3\approx1.4$ is a band parameter, and $m_0$ is the free-electron mass. The combination $(|x\rangle+|y\rangle)/\sqrt2$ receives the energy $+H_{xy}$.

Compression along [110] makes $\varepsilon_{xy}$ negative. Since $d$ is also negative, the strain term raises this combination. For $\mathbf k$ along [110], $k_xk_y$ is positive, so the kinetic term bends the same combination steeply downward. Steep curvature means a small mass along the channel. Holes collect at the highest electron energies, so compression favours states that are light in the current direction.

Spin-orbit coupling, with a splitting of 44 meV, mixes these combinations. A six-band calculation that includes it, together with the diagonal strain terms, gives a band splitting of about 3.9 meV at 100 MPa. Close to the band edge, the upper band has a mass of about $0.14\,m_0$ along the channel and the lower one about $0.50\,m_0$. These masses hold only within a few meV of the edge. At the thermal energy of about 26 meV at 300 K the upper band is heavy along the channel, with a mass above $m_0$. The response at 300 K is therefore not a transfer of holes between the two bands: the upper band holds about 88 % of the holes with or without stress. The change occurs within the bands, chiefly the upper one, where the holes shift towards states of the character $(|x\rangle+|y\rangle)/\sqrt2$. The weight of this combination among the holes rises from 0.333 to about 0.366. Because the strain energy is well below the thermal energy, this shift is partial and the change is modest.

With a constant relaxation time and a fixed light hole density of $10^{15}$ per cm³, this model gives a resistivity change of about $-5.4$ % at 300 K. It confirms the sign and the order of magnitude. It does not replace the given coefficients, because its parameters are rough and it omits any effect of stress on scattering. The size also depends on the assumed energy dependence of the relaxation time: for $\tau\propto E^s$ with $s$ from $-1/2$ to $3/2$, the part linear in stress runs from about $-7.1$ % to $-3.3$ %.

### What the linear answer leaves out

**Dimensions.** The resistance is $R=\rho L/(WH)$, with length $L$, width $W$ and thickness $H$. For small strains the geometric contribution is $\varepsilon_L-\varepsilon_W-\varepsilon_H$. In terms of the elastic compliances,

$$\varepsilon_{L}=\left(\frac{s_{11}+s_{12}}2+\frac{s_{44}}4\right)X,\quad
\varepsilon_{W}=\left(\frac{s_{11}+s_{12}}2-\frac{s_{44}}4\right)X,\quad
\varepsilon_H=s_{12}X.$$

Subtracting, the terms in $(s_{11}+s_{12})/2$ cancel and leave $(s_{44}/2-s_{12})X$. With the rough values $s_{44}=12.6$ and $s_{12}=-2.14$, in $10^{-12}$ per pascal,

$$(6.3+2.14)\times10^{-12}\times(-10^8)=-0.084\,\%.$$

The total would become $-7.26$ %. This correction should be added only if the coefficients describe resistivity proper. If they were extracted from resistance without removing the change of shape, it is already included.

**Larger stress.** In the band model the change at 100 MPa is mostly odd in stress, with an even part of about $+0.2$ %. The even part is about 4 % of the odd part. At leading order this ratio grows in proportion to stress, but that rule cannot be carried to 1 GPa, where higher orders matter too. Evaluated directly at 1 GPa of compression, the band model gives a change of about $-41$ %, whereas extending its linear part would give about $-57$ %. The linear law is no longer reliable there.

**A real transistor channel.** The given coefficients describe lightly doped bulk silicon, whereas a p-channel transistor carries its holes in a thin, dense inversion layer. Strained transistors can also work at stresses approaching or exceeding 1 GPa, well above the 100 MPa used here. A working transistor may also be hotter than 300 K. The effects of hole density and of temperature can be estimated with bulk bands:

- A sheet density of $10^{13}$ per cm² spread over 3 nm corresponds to $3.3\times10^{19}$ per cm³. At 300 K the linear response of the band model is then 0.79 of its light-density value. Applied to the present answer, this factor gives about $-5.7$ %. The factor belongs to the constant relaxation time and lies between 0.75 and 0.88 for the scattering laws above. Published fits for p-type silicon fall faster with density, to roughly 0.55 here, which would give about $-4$ %.
- At 400 K and light density, the linear response is 0.75 of its 300 K value, which would give about $-5.4$ %.

Confinement is harder to include. A triangular-well estimate with a mean field of 0.77 MV/cm separates the lowest heavy-hole and light-hole levels by about 25 meV if coupling to the split-off band is neglected. That coupling matters here, because the confinement energies of about 0.2 eV exceed the spin-orbit splitting of 44 meV. Including it in the same well reduces the separation to about 17 meV, still roughly four times the stress splitting. The unstressed occupation of the bands is therefore already different from that in bulk, and $-7.18$ % is a first estimate for such a channel. The size of the confinement correction has not been calculated here. In addition, the resistance of contacts and source and drain regions need not change in the same ratio as that of the channel.

## Variation 1: compression across the channel

*The current stays along [110], but the 100 MPa compression acts along the in-plane width direction. What changes?*

The stress direction is now $\mathbf w=(-1,1,0)/\sqrt2$, so

$$X_{xx}=X_{yy}=\frac X2,\qquad X_{xy}=-\frac X2.$$

Only the shear component has changed sign. The projection on the current direction $\mathbf n$ is the same as before, and gives

$$\pi_T=\frac{\pi_{11}+\pi_{12}-\pi_{44}}2=\frac{6.6-1.1-138.1}{2}=-66.3$$

in $10^{-11}$ per pascal. Hence

$$\frac{\Delta R}{R}=(-66.3\times10^{-11})(-10^8)=+6.63\,\%.$$

The resistance rises by 66.3 ohm.

If equal compressions act along the channel and across it, the linear responses add. The shear terms cancel, leaving $\pi_L+\pi_T=\pi_{11}+\pi_{12}=5.5$ in the same unit, and a change of only $-0.55$ %. The large response of a [110] channel thus depends on the difference between the two in-plane stresses.

## Variation 2: another channel direction

*Current and compression remain parallel, but both make an angle $\phi$ with [100] in the (001) plane. Which direction responds most strongly?*

Write $c=\cos\phi$ and $s=\sin\phi$. The stress components are $X_{xx}=c^2X$, $X_{yy}=s^2X$ and $X_{xy}=csX$. Applying the cubic law and projecting on $(c,s,0)$ gives

$$\pi(\phi)=c^2(\pi_{11}c^2+\pi_{12}s^2)+s^2(\pi_{11}s^2+\pi_{12}c^2)+2c^2s^2\pi_{44}.$$

Because $c^2+s^2=1$, we have $c^4+s^4=1-2c^2s^2$. With $c^2s^2=\tfrac14\sin^22\phi$,

$$\pi(\phi)=\pi_{11}-\frac{\pi_{11}-\pi_{12}-\pi_{44}}2\sin^22\phi
=6.6+65.2\sin^22\phi,$$

in $10^{-11}$ per pascal. If $\pi_{11}-\pi_{12}=\pi_{44}$, the angular dependence disappears, as it must for an isotropic material. This checks the algebra for the stated shear convention; it cannot show which convention a table of coefficients uses.

Along [100], $\phi=0$ and the change is $-0.66$ %. The coefficient is largest at $\phi=45^\circ$, where it returns the 71.8 of the main problem. Near this maximum a misalignment $\delta$, in radians, lowers it by approximately $65.2\times4\delta^2$. For one degree the loss is about 0.08, or 0.1 % of the coefficient, so a small error of alignment matters little here.

At intermediate angles a transverse field appears in a long, narrow resistor, where no net transverse current can flow. In a short, wide resistor with contacts across its full width, the contacts suppress this field and a transverse current flows instead. The two resistance changes differ only at second order in stress, so the linear formula holds for both.

The main numerical values are collected in the numerical output.

## Calculated quantities

```
INPUTS
pi11, pi12, pi44 = 6.6, -1.1, 138.1 1e-11/Pa
stress along [110] = -100 MPa
unstressed resistance = 1000 ohm
ROTATION
stress xx, yy, xy = -50.0, -50.0, -50.0 MPa
resistivity change xx = -0.275 %
resistivity change yy = -0.275 %
resistivity change xy = -6.905 %
longitudinal [110] coefficient = 71.8 1e-11/Pa
transverse in-plane coefficient = -66.3 1e-11/Pa
in-plane angle of largest coefficient = 45 deg
RESULT
relative resistance change = -7.18 %
resistance change = -71.8 ohm
final resistance = 928.2 ohm
conductance gain = 7.74 %
change if pi11 were used unrotated = -0.66 %
DIMENSIONS (rough compliances)
s11, s12, s44 = 7.68, -2.14, 12.6 1e-12/Pa
strain along channel = -0.0592 %
resistance change from dimensions = -0.084 %
total with dimensions = -7.26 %
BAND MODEL (constant relaxation time, rough parameters)
gamma1, gamma2, gamma3 = 4.285, 0.339, 1.446 (no unit)
spin-orbit splitting = 44 meV
deformation potentials b, d = -2.1, -4.9 eV
band splitting by stress = 3.86 meV
upper band mass along channel = 0.144 m0
lower band mass along channel = 0.501 m0
light hole density = 1e+15 1/cm3
model change at 300 K = -5.42 %
part linear in stress = -5.65 %
part even in stress = 0.228 %
linear part, 400 K over 300 K = 0.75
INVERSION CHANNEL
sheet density = 1e+13 1/cm2
assumed thickness = 3 nm
volume density = 3.33e+19 1/cm3
linear part, dense over light = 0.79
relative permittivity = 11.7 (no unit)
mean field = 0.77 MV/cm
normal masses, heavy and light = 0.277, 0.201 m0
confinement splitting = 24.6 meV
```
